# Shift of a Carbonyl Stretch in a 10 MV/cm Field: test program

```python
"""Vibrational Stark shift of a carbonyl stretch in a static field F along C->O.

Result under test, to first order in F and leading order in anharmonicity:
    shift of the 0->1 energy = -F * (hbar/(2 m w)) * (3 a mu1 + mu2)
m: reduced mass, w: harmonic angular frequency, a: Morse range parameter,
x: bond lengthening, dipole along C->O = mu0 + mu1 x + mu2 x^2/2.
The levels come from diagonalization on a grid, independent of the formula.
Internally q = x/length with length^2 = hbar/(m w); energies are in hbar*w.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

angstrom = 1e-10
charge = const.e
joule_per_wavenumber = const.h * const.c * 100.0

# Chosen model parameters
mass_c, mass_o = 12.0, 16.0          # u
harmonic_wavenumber = 2000.0         # cm^-1
morse_a = 2.2 / angstrom             # 1/m
mu1 = -1.0 * charge                  # C
field_mv_cm = 10.0
field = field_mv_cm * 1e8            # V/m
alpha1 = 1.0 * angstrom**2           # polarizability-volume derivative, m^2

mass = mass_c * mass_o / (mass_c + mass_o) * const.atomic_mass
omega = 2 * np.pi * const.c * 100.0 * harmonic_wavenumber
quantum = const.hbar * omega
force_constant = mass * omega**2
length = np.sqrt(const.hbar / (mass * omega))
lam = 1.0 / (morse_a * length)**2
well_depth = force_constant / (2 * morse_a**2)

# Sinc-function grid for the kinetic energy
step = 0.1
q = np.arange(-8.0, 10.0 + step / 2, step)
separation = np.arange(q.size)[:, None] - np.arange(q.size)[None, :]
safe = np.where(separation == 0, 1, separation)
sign = np.where(separation % 2 == 0, 1.0, -1.0)
kinetic = np.where(separation == 0, np.pi**2 / 3, 2.0 * sign / safe**2)
kinetic = kinetic / (2 * step**2)


def morse(coordinate, a=morse_a):
    depth = force_constant / (2 * a**2) / quantum
    return depth * (1 - np.exp(-a * length * coordinate))**2


def harmonic(coordinate):
    return 0.5 * coordinate**2


def field_energy(coordinate, strength, first, second=0.0):
    x = coordinate * length
    return -strength * (first * x + 0.5 * second * x**2) / quantum


def solve(potential):
    return eigh(kinetic + np.diag(potential), subset_by_index=[0, 1])


def transition(potential):
    energies = solve(potential)[0]
    return (energies[1] - energies[0]) * harmonic_wavenumber


def odd_shift(well, first, second=0.0):
    plus = transition(well + field_energy(q, field, first, second))
    minus = transition(well + field_energy(q, -field, first, second))
    return (plus - minus) / 2


def formula_shift(first, second=0.0, a=morse_a):
    delta_mu = length**2 / 2 * (3 * a * first + second)
    return -field * delta_mu / joule_per_wavenumber


# Field-free levels: known Morse spacing checks the diagonalization
free_line = transition(morse(q))
assert abs(free_line - harmonic_wavenumber * (1 - 1 / lam)) < 1e-5

# Mean bond lengthening in the two levels; corrections are of order 1/lam
vectors = solve(morse(q))[1]
mean_x = [np.sum(vectors[:, n]**2 * q) * length for n in (0, 1)]
mean_x_formula = [1.5 * morse_a * (n + 0.5) * length**2 for n in (0, 1)]
for computed, derived in zip(mean_x, mean_x_formula):
    assert abs(computed / derived - 1) < 0.02
delta_x = mean_x[1] - mean_x[0]
delta_x_formula = 1.5 * morse_a * length**2

# Main shift, both field directions
shift_plus = transition(morse(q) + field_energy(q, field, mu1)) - free_line
shift_minus = transition(morse(q) + field_energy(q, -field, mu1)) - free_line
shift_odd = (shift_plus - shift_minus) / 2
shift_even = (shift_plus + shift_minus) / 2
shift_formula = formula_shift(mu1)
first_order = -field * mu1 * delta_x / joule_per_wavenumber
assert abs(shift_odd / first_order - 1) < 1e-3
assert abs(shift_odd / shift_formula - 1) < 0.03
assert shift_plus > 0 > shift_minus
assert abs(shift_even) < 0.01 * abs(shift_odd)
assert 3 < shift_plus < 10

# The formula's relative error must fall as 1/lam, so by 4 when a is halved
error_full = shift_odd / shift_formula - 1
half_a = morse_a / 2
error_half = odd_shift(morse(q, half_a), mu1) / formula_shift(mu1, a=half_a) - 1
assert 3.5 < error_full / error_half < 4.5

# Harmonic well: no shift from a linear dipole, a shift from dipole curvature
null_shift = transition(harmonic(q) + field_energy(q, field, mu1))
null_shift -= transition(harmonic(q))
assert abs(null_shift) < 1e-5
mu2 = charge / angstrom
curvature_only = odd_shift(harmonic(q), 0.0, mu2)
assert abs(curvature_only / formula_shift(0.0, mu2) - 1) < 1e-3

# Dipole curvature in the Morse well; corrections are several times 1/lam
shift_mu2_plus = odd_shift(morse(q), mu1, mu2)
shift_mu2_minus = odd_shift(morse(q), mu1, -mu2)
mu2_effect = (shift_mu2_plus - shift_mu2_minus) / 2
assert abs(mu2_effect / formula_shift(0.0, mu2) - 1) < 0.10


# Classical picture: locate the moved minimum and measure its curvature
def minimum_and_curvature(strength, second=0.0):
    def total(s):
        return morse(s) + field_energy(s, strength, mu1, second)

    def slope(s):
        return (total(s + 1e-3) - total(s - 1e-3)) / 2e-3

    place = brentq(slope, -0.5, 0.5, xtol=1e-13)
    h = 1e-2
    bend = (total(place + h) - 2 * total(place) + total(place - h)) / h**2
    return place * length, bend


for second in (0.0, mu2):
    place_plus, bend_plus = minimum_and_curvature(field, second)
    place_minus, bend_minus = minimum_and_curvature(-field, second)
    classical = (np.sqrt(bend_plus) - np.sqrt(bend_minus)) / 2
    classical *= harmonic_wavenumber
    assert abs(classical / formula_shift(mu1, second) - 1) < 2e-3
    if second == 0.0:
        classical_shift = classical
        moved_minimum = (place_plus - place_minus) / 2
        stiffening = (bend_plus - bend_minus) / 2
assert abs(moved_minimum / (mu1 * field / force_constant) - 1) < 1e-3

# Change of polarizability with bond length
polar_slope = -0.5 * 4 * np.pi * const.epsilon_0 * alpha1 * field**2
polar_shift = transition(morse(q) + polar_slope * length * q / quantum) - free_line
polar_formula = polar_slope * delta_x_formula / joule_per_wavenumber
assert abs(polar_shift / polar_formula - 1) < 0.03
assert abs(polar_shift) < 0.01 * abs(shift_plus)

print(f"Masses of C and O: {mass_c:.0f} and {mass_o:.0f} u")
print(f"Reduced mass: {mass / const.atomic_mass:.3f} u")
print(f"Harmonic wavenumber: {harmonic_wavenumber:.0f} cm^-1")
print(f"Morse parameter a: {morse_a * angstrom:.1f} 1/angstrom")
print(f"Dipole derivative mu1: {mu1 / charge:.1f} e")
print(f"Field: {field_mv_cm:.0f} MV/cm")
print(f"Field in volt per angstrom: {field * angstrom:.2f} V/angstrom")
print(f"Force constant: {force_constant:.0f} N/m")
print(f"Morse well depth: {well_depth / charge:.2f} eV")
print(f"hbar/(m w): {length**2 / angstrom**2:.6f} angstrom^2")
print(f"lambda = m w/(hbar a^2): {lam:.2f}")
print(f"Field-free 0->1 line: {free_line:.2f} cm^-1")
for n in (0, 1):
    print(f"Mean x, level {n}, grid: {mean_x[n] / angstrom:.6f} angstrom")
    print(f"Mean x, level {n}, formula: {mean_x_formula[n] / angstrom:.6f} angstrom")
print(f"Difference of mean x, grid: {delta_x / angstrom:.6f} angstrom")
print(f"Difference of mean x, formula: {delta_x_formula / angstrom:.6f} angstrom")
delta_mu_formula = mu1 * delta_x_formula / (charge * angstrom)
print(f"Dipole difference, formula: {delta_mu_formula:.6f} e angstrom")
print(f"Shift, formula: {shift_formula:.3f} cm^-1")
print(f"Shift, formula: {shift_formula * joule_per_wavenumber / charge * 1e3:.3f} meV")
print(f"Shift, grid, field C->O: {shift_plus:.3f} cm^-1")
print(f"Shift, grid, field O->C: {shift_minus:.3f} cm^-1")
print(f"Part of shift odd in field: {shift_odd:.4f} cm^-1")
print(f"Part of shift even in field: {shift_even:.4f} cm^-1")
print(f"Shift per field, grid: {shift_odd / field_mv_cm:.3f} cm^-1/(MV/cm)")
print(f"Grid over formula minus 1, full a: {100 * error_full:.2f} percent")
print(f"Grid over formula minus 1, half a: {100 * error_half:.2f} percent")
print(f"Harmonic well, linear dipole, |shift|: {abs(null_shift):.1e} cm^-1")
print(f"Moved minimum, field C->O: {moved_minimum / angstrom:.6f} angstrom")
print(f"Relative change of curvature: {100 * stiffening:.3f} percent")
print(f"Shift from moved minimum: {classical_shift:.3f} cm^-1")
for factor in (0.5, 1.0, 1.5):
    value = odd_shift(morse(q), factor * mu1)
    print(f"Shift for mu1 = {factor * mu1 / charge:.1f} e: {value:.2f} cm^-1")
print(f"Shift with mu2 = +1 e/angstrom: {shift_mu2_plus:.2f} cm^-1")
print(f"Shift with mu2 = -1 e/angstrom: {shift_mu2_minus:.2f} cm^-1")
print(f"Effect of mu2 = +1 e/angstrom, grid: {mu2_effect:.3f} cm^-1")
print(f"Effect of mu2, formula: {formula_shift(0.0, mu2):.3f} cm^-1")
print(f"Polarizability derivative: {alpha1 / angstrom**2:.1f} angstrom^2")
print(f"Polarizability shift, grid: {polar_shift:.4f} cm^-1")
print("all tests passed")
```

It prints:

```
Masses of C and O: 12 and 16 u
Reduced mass: 6.857 u
Harmonic wavenumber: 2000 cm^-1
Morse parameter a: 2.2 1/angstrom
Dipole derivative mu1: -1.0 e
Field: 10 MV/cm
Field in volt per angstrom: 0.10 V/angstrom
Force constant: 1616 N/m
Morse well depth: 10.42 eV
hbar/(m w): 0.002458 angstrom^2
lambda = m w/(hbar a^2): 84.04
Field-free 0->1 line: 1976.20 cm^-1
Mean x, level 0, grid: 0.004074 angstrom
Mean x, level 0, formula: 0.004056 angstrom
Mean x, level 1, grid: 0.012301 angstrom
Mean x, level 1, formula: 0.012169 angstrom
Difference of mean x, grid: 0.008227 angstrom
Difference of mean x, formula: 0.008113 angstrom
Dipole difference, formula: -0.008113 e angstrom
Shift, formula: 6.543 cm^-1
Shift, formula: 0.811 meV
Shift, grid, field C->O: 6.619 cm^-1
Shift, grid, field O->C: -6.652 cm^-1
Part of shift odd in field: 6.6356 cm^-1
Part of shift even in field: -0.0162 cm^-1
Shift per field, grid: 0.664 cm^-1/(MV/cm)
Grid over formula minus 1, full a: 1.41 percent
Grid over formula minus 1, half a: 0.35 percent
Harmonic well, linear dipole, |shift|: 4.4e-11 cm^-1
Moved minimum, field C->O: -0.000991 angstrom
Relative change of curvature: 0.654 percent
Shift from moved minimum: 6.543 cm^-1
Shift for mu1 = -0.5 e: 3.32 cm^-1
Shift for mu1 = -1.0 e: 6.64 cm^-1
Shift for mu1 = -1.5 e: 9.95 cm^-1
Shift with mu2 = +1 e/angstrom: 5.57 cm^-1
Shift with mu2 = -1 e/angstrom: 7.70 cm^-1
Effect of mu2 = +1 e/angstrom, grid: -1.061 cm^-1
Effect of mu2, formula: -0.991 cm^-1
Polarizability derivative: 1.0 angstrom^2
Polarizability shift, grid: -0.0230 cm^-1
all tests passed
```
